# The reduced diffusivity matrix from lattice mobilities and the Gibbs-energy Hessian

A diffusion calculation for an alloy of $n$ components can start from two separate inputs: kinetic coefficients that describe how atoms move through the lattice, and a Gibbs energy. To write the diffusion equation in the $n-1$ independent compositions alone, they must be combined into one matrix. Once the kinetic coefficients have been reduced to the symmetric matrix $\hat L$ defined below, which acts on these $n-1$ components in the frame of zero total flux, they must multiply derivatives of the differences $\mu_i-\mu_n$, not those of the chemical potentials $\mu_i$ themselves. Other reductions, such as one in the frame moving with component $n$, pair with the $\mu_i$ instead; the error lies in mixing the two. In the ternary example below, the wrong choice turns an off-diagonal diffusivity of $-230$ into $-272\ \mathrm{nm^2/s}$.

## Setting and result

Consider a single-phase substitutional crystal at uniform temperature and pressure, free of stress, with composition varying along one direction $z$; $\partial$ means $\partial/\partial z$. All atoms have the same volume $\Omega$. Vacancies are few and are created and removed fast enough to keep their chemical potential at zero. With atomic fractions $x_i$, the concentrations are $c_i=x_i/\Omega$, and $\sum_i c_i=1/\Omega$ is constant.

Let $j_k$ be the flux of component $k$ relative to the lattice, and $J_k$ its flux in the frame where $\sum_kJ_k=0$. If $v$ is the lattice velocity in that frame, $J_i=j_i+c_iv$. Summing over all components gives $0=\sum_kj_k+v/\Omega$, so

$$v=-\Omega\sum_k j_k,\qquad J_i=j_i-x_i\sum_k j_k=\sum_{k=1}^{n}P_{ik}\,j_k,\qquad P_{ik}=\delta_{ik}-x_i .$$

Only the rows $i<n$ are kept, because $J_n=-\sum_{i<n}J_i$. Thus $P$ has $n-1$ rows and $n$ columns.

Let $g(x_1,\dots,x_{n-1})$ be the Gibbs energy per atom, with $x_n=1-\sum_{i<n}x_i$, and let $L$ be the symmetric, positive definite matrix of lattice kinetic coefficients. The result is

$$J_i=-\sum_{j<n}D_{ij}\,\partial c_j,\qquad D=\Omega\,\hat L\,G,\qquad \hat L=PLP^{T},\qquad G_{ij}=\frac{\partial^2 g}{\partial x_i\,\partial x_j}.$$

The thermodynamic factor is therefore the Hessian of the Gibbs energy. Its elements are first derivatives of chemical-potential differences, as shown below.

## First derivation: project the fluxes and the forces

The linear law relative to the lattice is

$$j_k=-\sum_{l=1}^{n}L_{kl}\,\partial\mu_l .$$

The $n$ forces $\partial\mu_l$ are not independent. The total Gibbs energy $G_{\rm tot}(N_1,\dots,N_n)$ of a uniform piece of alloy is proportional to its size: $G_{\rm tot}(\lambda N)=\lambda G_{\rm tot}(N)$. Differentiating with respect to $\lambda$ at $\lambda=1$ gives $\sum_iN_i\mu_i=G_{\rm tot}$. The differential of this is $\sum_i(N_i\,d\mu_i+\mu_i\,dN_i)=dG_{\rm tot}$. At fixed temperature and pressure $dG_{\rm tot}=\sum_i\mu_i\,dN_i$, so what remains, divided by the number of atoms, is the Gibbs–Duhem relation

$$\sum_{i=1}^{n}x_i\,d\mu_i=0 .$$

Local equilibrium lets us apply it to neighbouring points, so that $\sum_ix_i\partial\mu_i=0$.

Define the diffusion potentials $m_j=\mu_j-\mu_n$ for $j<n$. Then

$$\sum_{j<n}x_j\,\partial m_j=\sum_{j<n}x_j\,\partial\mu_j-(1-x_n)\,\partial\mu_n=-x_n\partial\mu_n-(1-x_n)\partial\mu_n=-\partial\mu_n ,$$

where Gibbs–Duhem was used in the second step. For $k<n$ we add $\partial m_k$ to both sides of $\partial\mu_n=-\sum_jx_j\partial m_j$. Both cases are contained in

$$\partial\mu_k=\sum_{j<n}(\delta_{kj}-x_j)\,\partial m_j=\sum_{j<n}P_{jk}\,\partial m_j ,$$

or $\partial\mu=P^T\partial m$. The matrix that removes the dependent flux also removes the dependent force, in transposed form. Hence

$$J=Pj=-PL\,\partial\mu=-PLP^{T}\,\partial m=-\hat L\,\partial m .$$

It remains to express $m$ through composition. Dividing $G_{\rm tot}=\sum_iN_i\mu_i$ by the number of atoms gives $g=\sum_ix_i\mu_i$. In its differential the terms $x_i\,d\mu_i$ cancel by Gibbs–Duhem, and $dx_n=-\sum_{i<n}dx_i$, so

$$dg=\sum_{i=1}^{n}\mu_i\,dx_i=\sum_{i<n}(\mu_i-\mu_n)\,dx_i .$$

Therefore $m_i=\partial g/\partial x_i$ and $\partial m_i/\partial x_j=G_{ij}$. The chain rule gives $\partial m=G\,\partial x=\Omega G\,\partial c$, and

$$J=-\Omega\hat LG\,\partial c .$$

## Second derivation: balance dissipation against free-energy loss

This route uses neither the individual chemical potentials nor a force law for each component. It starts from the Gibbs energy per unit area of a closed slab,

$$F=\int\frac{g}{\Omega}\,dz .$$

Define $m_i=\partial g/\partial x_i$ directly. With conservation, $\partial c_i/\partial t=-\partial J_i$, and no flux through the end walls,

$$\frac{dF}{dt}=\int\sum_{i<n}m_i\frac{\partial c_i}{\partial t}\,dz=-\int\sum_{i<n}m_i\,\partial J_i\,dz=\int\sum_{i<n}J_i\,\partial m_i\,dz .$$

The last step is integration by parts; the boundary term vanishes because $J_i=0$ at the walls.

Friction, however, depends on motion relative to the lattice. For slow diffusion we take the dissipation rate per unit volume to be quadratic, $j^TL^{-1}j$. Onsager's variational principle states that, at a given composition profile, the fluxes minimize half the dissipation rate plus the rate of change of free energy:

$$\mathcal R[j]=\int\left[\tfrac12\,j^TL^{-1}j+(Pj)^T\partial m\right]dz .$$

The free-energy term contains $Pj$, because only fluxes in the zero-sum frame change the composition. Since $L^{-1}$ is symmetric, a variation $\delta j$ gives

$$\delta\mathcal R=\int\delta j^{T}\left[L^{-1}j+P^T\partial m\right]dz=0
\quad\Longrightarrow\quad j=-LP^T\partial m .$$

The stationary point is a minimum because $L^{-1}$ is positive definite. Projecting once gives $J=Pj=-PLP^T\partial m$, and $\partial m=\Omega G\,\partial c$ again yields $D=\Omega\hat LG$.

Here $P^T$ came from differentiation, and Gibbs–Duhem was not invoked. Its content is nevertheless present. A flux $j_k$ proportional to $x_k$ carries the alloy past the lattice without changing its composition: $(Px)_i=x_i-x_i\sum_kx_k=0$. The force along that motion is $x^TP^T\partial m=(Px)^T\partial m=0$, which is the Gibbs–Duhem constraint on the forces.

## What each derivation assumes

Both need equal atomic volumes, equilibrium vacancies, no stress and a local Gibbs energy. If vacancies are out of equilibrium, they are an additional component with its own driving force, and $n-1$ compositions no longer suffice.

The first derivation needs a linear law and the Gibbs–Duhem relation, but at no point the symmetry of $L$. The second assumes symmetry from the start, since a quadratic form $j^TL^{-1}j$ cannot register an antisymmetric part of $L^{-1}$. It also needs $L$ to be invertible. In return it shows directly that free energy is lost: at the minimum,

$$-\frac{dF}{dt}=\int\partial m^T\hat L\,\partial m\,dz\ge0 .$$

Onsager symmetry leaves a trace in $D$. The matrix $D$ itself is in general not symmetric, but

$$GD=\Omega\,G\hat LG$$

is symmetric when $\hat L$ is. Where $G$ is invertible the converse holds too, so a measured $D$ and a thermodynamic model can be examined together for consistency. This tests the symmetry of $\hat L$ only: it is one condition in a ternary and none in a binary, and an antisymmetric part of $L$ of the form $xu^T-ux^T$, with $x$ the column of all $n$ fractions and $u$ any vector, drops out of $PLP^T$ because $Px=0$.

## Stability and the choice of dependent component

The reduced matrix $\hat L$ is positive definite. For a row vector $u$ with $n-1$ entries, $u\hat Lu^T=(uP)L(uP)^T$ vanishes only if $uP=0$. The $n$th entry of $uP$ is $-\sum_iu_ix_i$, and its $k$th entry is $u_k-\sum_iu_ix_i$; if all vanish, $u=0$. Hence $\hat L^{1/2}$ exists and is invertible, and

$$\hat L^{-1/2}D\,\hat L^{1/2}=\Omega\,\hat L^{1/2}G\hat L^{1/2}.$$

The right side is symmetric, so the eigenvalues of $D$ are real. Its quadratic form in $u$ is that of $\Omega G$ in $w=\hat L^{1/2}u$. As this map is one-to-one, the largest subspace on which the form is negative has the same dimension for both, and likewise for positive. Thus $D$ has as many negative eigenvalues as $G$. The signs of the eigenvalues of $G$ decide whether the alloy is stable against small composition waves; $\hat L$ and $G$ together set how fast it responds.

When $G$ has a negative eigenvalue, some composition wave grows at a rate proportional to the square of its wavenumber, without limit at short wavelength. The local theory then fails for short waves, and an energy cost of composition gradients must be added to $F$.

Choosing another dependent component changes the independent compositions to $x'=Ax+\text{constant}$, with an invertible constant matrix $A$. Fluxes transform in the same way, $J'=AJ$, so $D'=ADA^{-1}$. The elements change; the eigenvalues do not.

## The binary limit

For $n=2$, $P=(x_2,\,-x_1)$ and $\hat L=x_2^2L_{11}-2x_1x_2L_{12}+x_1^2L_{22}$. Neglect $L_{12}$ and set $L_{kk}=x_kD_k^*/(\Omega k_BT)$, where $D_k^*$ is the tracer diffusivity. Then

$$\hat L=\frac{x_1x_2}{\Omega k_BT}\,(x_2D_1^*+x_1D_2^*).$$

Gibbs–Duhem gives $d\mu_2=-(x_1/x_2)\,d\mu_1$, so $G=d(\mu_1-\mu_2)/dx_1=(1/x_2)\,d\mu_1/dx_1$. With $\Phi=(x_1/k_BT)\,d\mu_1/dx_1$ this is $G=k_BT\,\Phi/(x_1x_2)$, and

$$D=(x_2D_1^*+x_1D_2^*)\,\Phi ,$$

which is Darken's equation. For diffusion by vacancies both steps are approximations: correlated jumps make $L_{12}$ nonzero and $L_{kk}$ larger than the tracer value. In a random alloy these corrections cancel in $\hat L$ when the two species jump at equal rates, but in a concentrated alloy with very unequal rates they raise $D$ above Darken's value, by tens of percent (the vacancy-wind effect). When component 1 is dilute and $\Phi\to1$, $D\to D_1^*$: the minority atoms set the rate.

## A ternary example

Take a regular solution with round model parameters, in eV, nm and s:

$$g=k_BT\sum_ix_i\ln x_i+W_{12}x_1x_2+W_{13}x_1x_3+W_{23}x_2x_3 ,$$

with $W_{12}=-0.10$, $W_{13}=0.05$, $W_{23}=0.15$ eV, $x=(0.2,0.3,0.5)$ and $T=1200$ K, so $k_BT=0.10341$ eV. Substituting $x_3=1-x_1-x_2$ and differentiating twice gives

$$\begin{aligned}
G_{11}&=k_BT\left(\tfrac1{x_1}+\tfrac1{x_3}\right)-2W_{13}=0.6239\ \mathrm{eV},\\
G_{12}&=\tfrac{k_BT}{x_3}+W_{12}-W_{13}-W_{23}=-0.0932\ \mathrm{eV},\\
G_{22}&=k_BT\left(\tfrac1{x_2}+\tfrac1{x_3}\right)-2W_{23}=0.2515\ \mathrm{eV}.
\end{aligned}$$

The kinetic input is $\ell=\Omega k_BT\,L$, in $\mathrm{nm^2/s}$:

$$\ell=\begin{pmatrix}200&20&10\\20&90&15\\10&15&50\end{pmatrix},\quad
P=\begin{pmatrix}0.8&-0.2&-0.2\\-0.3&0.7&-0.3\end{pmatrix},\quad
P\ell P^T=\begin{pmatrix}125.2&-48.2\\-48.2&53.7\end{pmatrix}.$$

Since $D=P\ell P^TG/k_BT$, the first element is $(125.2\times0.6239+48.2\times0.0932)/0.10341=799$. In full,

$$D=\begin{pmatrix}799&-230\\-339&174\end{pmatrix}\ \mathrm{nm^2/s},$$

with eigenvalues 905 and $67\ \mathrm{nm^2/s}$, or $9.05\times10^{-16}$ and $6.7\times10^{-17}\ \mathrm{m^2/s}$.

The wrong choice can now be traced. Differentiating the extensive Gibbs energy gives $\mu_i=k_BT\ln x_i+\sum_kW_{ik}x_k-\tfrac12\sum_{kl}W_{kl}x_kx_l$, where $W_{kl}=W_{lk}$ and $W_{kk}=0$. At this composition $\partial\mu_1/\partial x_2=-0.15$ eV but $\partial\mu_2/\partial x_1=-0.19$ eV, so these slopes do not form a Hessian. The remaining slope needed is $\partial\mu_2/\partial x_2=k_BT/x_2-W_{23}-\sum_k(W_{2k}-W_{3k})x_k$; the sum happens to vanish at this composition, which leaves $0.195$ eV. Using $\mu_i$ in place of $m_i$ gives $D_{12}=(-125.2\times0.15-48.2\times0.195)/0.10341=-272\ \mathrm{nm^2/s}$, 18% too large in magnitude relative to the correct value.

Eliminating component 1 and keeping $(x_2,x_3)$ gives the equivalent matrix

$$D'=\begin{pmatrix}513&339\\516&460\end{pmatrix}\ \mathrm{nm^2/s}.$$

Its off-diagonal elements are positive, where those of $D$ are negative. Their sign alone is thus not a property of the alloy.

**Fluxes.** Let $x_1$ be uniform, $\partial x_2=10^{-4}\ \mathrm{nm^{-1}}$, hence $\partial x_3=-10^{-4}\ \mathrm{nm^{-1}}$, and $\Omega=0.012\ \mathrm{nm^3}$. The lattice law gives $j=(2.150,-1.102,0.114)\ \mathrm{nm^{-2}s^{-1}}$. The sum is 1.162, so $v=-0.012\times1.162=-0.0139$ nm/s. Adding $c_iv$ gives

$$J=(1.917,\,-1.450,\,-0.467)\ \mathrm{nm^{-2}s^{-1}} .$$

Component 1 flows although its concentration is uniform, because $\partial\mu_1/\partial x_2<0$ draws it toward the side rich in component 2. Component 3 moves down its concentration gradient relative to the lattice, but up that gradient in the zero-sum frame: the lattice drift of $-0.581\ \mathrm{nm^{-2}s^{-1}}$ outweighs $j_3=0.114$. Here uphill flow of one component is a matter of frame, and the alloy is stable.

**A decaying wave.** For a small cosine wave of wavenumber $k$ with amplitudes $a=(a_1,a_2)$, $da/dt=-k^2Da$. Variations of $D$ with composition multiply a gradient that is already small, so they enter at second order. For eigenvalues $\lambda_1>\lambda_2$ and $a(0)=(a_0,0)$,

$$a_2(t)=\frac{D_{21}}{\lambda_1-\lambda_2}\left(e^{-\lambda_1k^2t}-e^{-\lambda_2k^2t}\right)a_0 .$$

To compare with a simulation of a 1000 nm wave on 32 cells of width $h=31.25$ nm, we use the value that a second difference on this grid gives in place of $k^2$, namely $[2\sin(\pi/32)/h]^2=3.935\times10^{-5}\ \mathrm{nm^{-2}}$; the continuum value $(2\pi/1000)^2$ is slightly larger. With this $k^2$, $t=50$ s and $a_0=10^{-4}$, the exponentials are 0.168 and 0.876, and $a_2=2.86\times10^{-5}$. The first amplitude has fallen to $2.58\times10^{-5}$. The wave created in component 2 is by then larger than what is left of the original one.

**An unstable state.** At 600 K and $x=(0.10,0.45,0.45)$, the same $W_{ij}$ give Hessian eigenvalues $-0.123$ and $0.584$ eV. Scaling each $\ell_{ij}$ in proportion to $\sqrt{x_ix_j}$ from its value above, with no further temperature dependence, gives diffusivity eigenvalues $-71$ and $1086\ \mathrm{nm^2/s}$. One composition mode grows and the other decays, as the signs of the Hessian require.
